# How Back-Gate Reading Magnifies the Memory Window of a Ferroelectric Transistor

Suppose a device calculation returns a back-gate threshold shift of 3.6 V between the two states of a ferroelectric transistor, and the stored charge is to be found from it. One must decide which capacitance converts the shift into charge. Using the ferroelectric capacitance alone, as for a front-gate reading, would overestimate the charge almost fivefold in the example below. The correct factor depends on where in the silicon film the electrons sit.

## Setting and assumptions

From front to back, the layers are a metal gate, a ferroelectric, a thin interfacial oxide, an undoped silicon film, a buried oxide and a second metal gate. Let $C_F,C_I,C_S,C_B$ be the capacitances per area of the four layers between the gates, and let

$$\frac1{C_f}=\frac1{C_F}+\frac1{C_I}.$$

The coordinate $x$ runs from the front film interface, $x=0$, to the back one, $x=t_S$. The film permittivity is $\varepsilon_S$, so $C_S=\varepsilon_S/t_S$. Potentials $\psi$ are measured from the value at which the intrinsic level meets the source Fermi level. Both gates have midgap work functions, so their potentials are the applied voltages $V_F$ and $V_B$. Other work functions add constants to these voltages.

1. The states carry net sheet charges $+Q$ and $-Q$ at the ferroelectric/oxide interface, with $Q>0$. This net charge is remanent polarization plus trapped compensating charge, and it is frozen during reading. The reversible dielectric response is contained in $C_F$.
2. The channel is long and uniform, and the drain bias is small.
3. Threshold means a fixed electron sheet density $N_T$. This agrees with a constant-current criterion if the mobility is the same at both thresholds.
4. At threshold the film is depleted: electrons and holes are too few to bend the potential. Electrons follow Boltzmann statistics, with thermal voltage $\phi_t=k_BT/q$, where $q$ is the elementary charge.

The front-read window $W_F$ is the difference of the two front thresholds at fixed $V_B$. The back-read window $W_B$ is the difference of the two back thresholds at fixed $V_F$. Each is the threshold of state $-Q$ minus that of state $+Q$.

**Theorem.** Under these assumptions $W_F=2Q/C_F$, and

$$W_B=\int_{V_F-Q/C_F}^{V_F+Q/C_F}A\,dU,\qquad A=\frac{1/C_B+(t_S-\bar x)/\varepsilon_S}{1/C_f+\bar x/\varepsilon_S},$$

where $\bar x(U)$ is the electron centroid at threshold. Moreover,

$$\frac{1/C_B}{1/C_f+1/C_S}\,W_F<W_B<C_f\left(\frac1{C_S}+\frac1{C_B}\right)W_F .$$

The same $Q$ enters both windows. Wherever $A>1$, the back gate needs a larger voltage change than the front gate to compensate the same stored charge. In this sense the back gate is weakly coupled to the channel.

## Lemma 1: stored charge acts as a front-gate voltage

Let $D$ be the electric displacement in the interfacial oxide, positive towards the back gate, and let $Q_s=\pm Q$ be the stored charge. Gauss's law at the ferroelectric/oxide interface gives $D-\varepsilon_F E_F=Q_s$, where $E_F$ and $\varepsilon_F$ are the field and permittivity of the ferroelectric. The voltage across that layer is therefore $(D-Q_s)/C_F$, and the voltage across the oxide is $D/C_I$. With $\psi_f=\psi(0)$,

$$V_F-\psi_f=\frac{D-Q_s}{C_F}+\frac{D}{C_I}=\frac{D}{C_f}-\frac{Q_s}{C_F}.$$

Hence

$$D=C_f(U-\psi_f),\qquad U=V_F+\frac{Q_s}{C_F}.$$

The film senses the pair $(V_F,Q_s)$ through $U$ alone. $\square$

## Lemma 2: potential in the depleted film

With no appreciable charge in the film, $D$ is the same from the interfacial oxide to the buried oxide. Define the inverse capacitances on either side of a plane $x$:

$$R_f(x)=\frac1{C_f}+\frac{x}{\varepsilon_S},\qquad R_b(x)=\frac1{C_B}+\frac{t_S-x}{\varepsilon_S}.$$

Their sum $R=1/C_f+1/C_S+1/C_B$ does not depend on $x$. Adding the voltage drops gives $U-\psi(x)=DR_f(x)$ and $\psi(x)-V_B=DR_b(x)$. The sum of these equations is $D=(U-V_B)/R$. Putting this into the first,

$$\psi(x)=U-\frac{R_f(x)}{R}(U-V_B)=\frac{R_b(x)\,U+R_f(x)\,V_B}{R}.\qquad\square$$

## Proof of the theorem

The sheet density is $N=n_i\int_0^{t_S}e^{\psi(x)/\phi_t}dx$, with $n_i$ the intrinsic density. Since $R_f$ and $R_b$ are positive, $N$ increases strictly with $U$ and with $V_B$, from zero to arbitrarily large values in this model. Each threshold therefore exists and is unique.

For the front reading, fix $V_B$. Threshold occurs at one value $U_T$ for both states. By Lemma 1 the two front thresholds are $U_T+Q/C_F$ for state $-Q$ and $U_T-Q/C_F$ for state $+Q$. Their difference is $W_F=2Q/C_F$.

For the back reading, vary $U$ and $V_B$ together at fixed $N$:

$$0=\delta N=\frac{n_i}{\phi_t}\int_0^{t_S}e^{\psi/\phi_t}\,\delta\psi\,dx=\frac{N}{\phi_t}\langle\delta\psi\rangle,$$

where the brackets denote the average over the electron distribution. Because $R_f$ and $R_b$ are linear in $x$, their averages are their values at $\bar x=\langle x\rangle$. Lemma 2 then gives

$$R_b(\bar x)\,\delta U+R_f(\bar x)\,\delta V_B=0,\qquad -\frac{dV_B}{dU}=\frac{R_b(\bar x)}{R_f(\bar x)}=A.$$

At fixed $V_F$ the states lie at $U_\pm=V_F\pm Q/C_F$. Integrating from $U_-$ to $U_+$ gives $V_B(U_-)-V_B(U_+)=W_B$. Finally, $A$ falls as $\bar x$ grows, and $0<\bar x<t_S$. Its values at $\bar x=t_S$ and $\bar x=0$ give the two bounds. $\square$

## The window in closed form

Let $s=\psi_f-\psi_b$ be the potential drop across the film, with $\psi_b=\psi(t_S)$, and let $a=s/\phi_t$. Since $\psi(x)=\psi_b+s(1-x/t_S)$,

$$N_T=n_it_S\,e^{\psi_b/\phi_t}\,\frac{e^a-1}{a},\qquad \psi_b=\phi_t\ln\frac{N_T\,a}{n_it_S(e^a-1)} .$$

The displacement is $D=C_Ss$. Lemma 1 gives $U=\psi_f+D/C_f$, and the buried oxide gives $V_B=\psi_b-D/C_B$. Thus

$$U=\psi_b+s\left(1+\frac{C_S}{C_f}\right),\qquad V_B=\psi_b-\frac{C_S}{C_B}s .$$

One solves the first equation for $s$ in each state and inserts the result in the second. The centroid is the mean of $x$ with weight $e^{-ax/t_S}$,

$$\frac{\bar x}{t_S}=\frac1a-\frac1{e^a-1}.$$

Differentiating $\psi_b$ gives $d\psi_b/ds=\bar x/t_S-1$, so $dU/ds=\bar x/t_S+C_S/C_f>0$. A larger $U$ therefore means a larger $s$, a centroid nearer the front and a larger $A$.

**Remark (buried-oxide thickness).** The equation for $U$ does not contain $C_B$. At fixed $V_F$ the two values $s_\pm$ are thus independent of the buried-oxide thickness $t_B$, and

$$W_B=\psi_b(s_-)-\psi_b(s_+)+\frac{C_S(s_+-s_-)}{\varepsilon_B}\,t_B ,$$

with $\varepsilon_B$ the oxide permittivity. The window is a straight line in $t_B$. Its intercept is positive, because $\psi_b$ falls as $s$ grows.

## What is not magnified

At fixed $V_B$, Lemma 2 gives $d\ln N/dV_F=R_b(\bar x)/(\phi_tR)$. At fixed $V_F$, it gives $d\ln N/dV_B=R_f(\bar x)/(\phi_tR)$. The subthreshold swings, in volts per decade, are therefore

$$S_F=\phi_t\ln10\left(1+\frac1A\right),\qquad S_B=\phi_t\ln10\,(1+A),\qquad \frac{S_B}{S_F}=A .$$

The voltage axis is stretched, and the current curve is stretched with it. At given $V_F$ and $V_B$, the ratio of the two state currents does not depend on which terminal is called the read gate.

The gain is tolerance to errors in the read voltage: an error $\delta V_B$ acts like an error $\delta V_B/A$ in $U$. A small fluctuation of the stored charge is magnified too: its effect on the back threshold is multiplied by the local $A$ of that state, while the signal is multiplied by the average of $A$ over the window.

## Worked example

Take a 10 nm ferroelectric of relative permittivity 30, a 1 nm interfacial oxide, a 7 nm silicon film and a 20 nm buried oxide. The relative permittivities of oxide and silicon are 3.9 and 11.7. Then, in µF/cm², $C_F=2.656$, $C_f=1.501$, $C_S=1.480$ and $C_B=0.1727$. Let $Q=1$ µC/cm², $T=300$ K, $n_i=10^{10}$ cm⁻³ and $N_T=10^9$ cm⁻². The front window is

$$W_F=\frac{2\times1}{2.656}=0.753\ \text{V},$$

and the theorem places the magnification between 4.3 and 9.7.

**Channel mostly at the back.** With $V_F=-0.10$ V, the two states lie at $U_-=-0.4765$ V and $U_+=0.2765$ V. For state $-Q$ the equation for $U$ gives $s_-=-0.431$ V. With $\phi_t=0.02585$ V, $a=-16.7$ and

$$\psi_b=0.02585\ln\frac{10^9\times16.7}{10^{10}\times7\times10^{-7}}=0.380\ \text{V},$$

$$V_B=0.380+\frac{1.480}{0.1727}\times0.431=4.07\ \text{V}.$$

For state $+Q$, $s_+=-0.020$ V and $V_B=0.49$ V. The difference of the unrounded thresholds is $W_B=3.59$ V, a magnification of 4.8. The centroid moves from 6.6 nm to 3.9 nm between the states, so even here the channel does not stay at the back interface.

**Channel mostly at the front.** With $V_F=0.70$ V, the back thresholds are 0.20 V for $-Q$ and $-6.26$ V for $+Q$. The window is 6.46 V, a magnification of 8.6, for the same stored charge. The centroid moves from 3.2 nm to 0.3 nm.

A numerical solution of the nonlinear Poisson equation through all four layers, with Boltzmann electrons and holes, gives the same two windows to the digits quoted. The sizes of corrections below come from that solution unless another method is named.

**Thickness.** At $V_F=-0.10$ V, buried oxides of 2, 10 and 40 nm give 0.42, 1.83 and 7.11 V. The straight line derived above meets $W_F$ near 4 nm. At this front bias, a thinner buried oxide makes the back-read window smaller than the front-read one. At $V_F=0.70$ V the crossing lies near 0.5 nm.

**Swing.** At $U=-0.10$ V and $N=10^7$ cm⁻², the front and back swings are 72 and 343 mV per decade. Window divided by swing is $0.753/0.0721=10.4$ for the front and $3.587/0.3426=10.5$ for the back. These are nominal decades; leakage and strong inversion reduce the usable current ratio. The two quotients need not coincide, because $A$ varies over the window.

## Confinement changes the centroid, not the law

In a thin film the electrons occupy subbands $E_j$ of a Hamiltonian containing $-q\psi(x)$. In the nondegenerate regime $N=\sum_jN_j$ with $N_j\propto e^{-E_j/k_BT}$. For fixed masses and walls, the Hellmann–Feynman theorem gives $\delta E_j=-q\langle\delta\psi\rangle_j$, so

$$\delta N=\frac1{\phi_t}\sum_jN_j\langle\delta\psi\rangle_j .$$

Setting this to zero gives the same $A$, with $\bar x$ now the population-weighted quantum centroid.

Diagonalizing the Hamiltonian for the linear potential, with hard walls and both valley types of a (100) silicon film (masses across the film 0.916 and 0.19 of the free electron mass), gives windows of 3.96 V at $V_F=-0.10$ V and 5.46 V at $V_F=0.70$ V. Relative to the classical values these are changes of $+10\%$ and $-15\%$. Since $A$ falls with $\bar x$, the centroid has on average moved away from the back interface in the first case and away from the front interface in the second. The magnifications become 5.3 and 7.3, which are the better estimates for this film. The last digits depend on the walls: a finite oxide barrier of 3.15 eV, with an oxide mass of 0.4 to 0.5 of the free electron mass, gives 3.94 V and 5.52 V.

## Where the law fails

Suppose the channel is at the back interface and extra charge at the front responds with capacitance $C_x$. With $\psi_b$ fixed, charge balance at the front gives $C_f(\delta U-\delta\psi_f)=(C_S+C_x)\,\delta\psi_f$, and continuity at the back gives $C_S\,\delta\psi_f=-C_B\,\delta V_B$. Eliminating $\delta\psi_f$,

$$-\frac{dV_B}{dU}=\frac{C_SC_f}{C_B(C_f+C_S+C_x)} .$$

Accumulated holes make $C_x$ large and screen the stored charge from the channel. In the example the slope falls to half its back-channel limit of 4.3 near $U=-1.6$ V. At $U=-2.5$ V the slope itself is only about 0.2. More negative stored charge then shifts the back threshold of that state only a little.

The opposite failure occurs at large positive $U$. Holes at the back interface screen the back gate, which then loses its hold on the front channel. With classical electrons, at $U=1.6$ V even $V_B=-12$ V leaves $5\times10^{10}$ electrons per cm², fifty times the threshold density. This number does not survive electron confinement: in the same potential the hard-wall subbands hold only about $5\times10^{7}$ cm⁻², and threshold is reached near $V_B=-9.4$ V. For this film the failure is therefore pushed to larger $U$. Both statements assume that holes can reach equilibrium during the reading. They also treat the holes classically, with Boltzmann statistics. Confinement raises the voltage needed to form a hole layer, and degeneracy limits its capacitance, so the numbers for these two failures are rough. With Fermi–Dirac statistics for the holes, the slope at $U=-2.5$ V is about 0.45 instead of 0.2.

The stored charge must also survive the reading. The ferroelectric field is $E_F=(D-Q_s)/\varepsilon_F$, and it opposes the stored state when its sign is opposite to that of $Q_s$. At nine back biases between the two thresholds, in both states, the largest opposing field is 0.45 MV/cm for $V_F=-0.10$ V and 0.63 MV/cm for $V_F=0.70$ V. A front reading at $V_B=0$ reaches 0.40 MV/cm. In this example the larger window therefore comes with a somewhat larger disturbing field. All three values lie below a rough coercive field of 1 MV/cm, but slow partial switching below that field is outside the model.

## Comparison with real devices

The layer thicknesses are in the range of hafnia-based ferroelectrics on thin silicon-on-insulator films. The net charge of 1 µC/cm² is far below the remanent polarization of such ferroelectrics, roughly 10 to 20 µC/cm², because trapped charge is taken to compensate most of it. Back biases of 4 to 6 V are high for logic circuits. Real interfaces contain traps: at the front, $10^{12}$ per eV and cm² in equilibrium lower the 3.59 V window to 3.39 V. At $V_F=-0.10$ V, an n-type silicon ground plane doped to $10^{19}$ cm⁻³ in place of the back metal would be depleted; at the threshold of state $-Q$ the depletion approximation gives a drop of about 0.12 V in it, and the gradual edge of the depleted layer adds roughly another $\phi_t$. At 358 K, with $Q$ held fixed and $n_i$ scaled for a constant gap, the two windows are 3.72 and 6.51 V; an empirical $n_i(T)$, about a third larger, raises both by about 0.02 V. Raising $N_T$ to $10^{11}$ cm⁻² changes the first to 3.48 V.

Within the two read windows, the largest buried-oxide field is 3.0 MV/cm, below a rough breakdown field of 10 MV/cm. The largest potential drop across the film is 0.69 V, less than the 1.12 eV gap divided by $q$, so the bands do not overlap across the film. The hole-screening example at $U=1.6$ V and $V_B=-12$ V is harsher: the field is 5.7 MV/cm and the drop 1.11 V, so tunneling between the bands, which the model omits, may matter there. The example at $U=-2.5$ V is similarly harsh: the drop is about 1.05 V and the interfacial-oxide field about 8 MV/cm. Short channels, nonuniform ferroelectric domains, moving trapped charge and gate leakage are not sized here. They can change both the window and its spread from device to device.
